# Ion-flux loss and nonuniformity at an absorbing trench floor, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one wall to the complete flux balance

### What a single loss figure misses

Suppose the ion supply to a trench is judged from its centre line. For a trench ten times deeper than wide, with walls that absorb every ion they meet and under the beam specified below, the centre of the floor receives 99.8 % of the incident flux, and the trench looks practically free of loss. Yet the floor as a whole receives 87.4 %, and its corners receive half. If the local process rate is proportional to the ion flux, a process time based on the centre would be wrong for the average and badly wrong for the corners. Nor can the centre figure simply be scaled to give the other two, because the three quantities change differently with depth.

What is needed is the flux at each floor point. I first find the angular width of the beam, then treat a floor beside one absorbing wall, and then add the second wall.

### The beam and its angular width

Let \(z\) point downward from the mouth of the trench and \(x\) across it. The trench is long in the third direction, \(y\), so its ends play no part. Every ion crosses the mouth with the same normal energy \(E=mv_z^2/2\), where \(m\) is the ion mass. Its transverse velocity is Maxwellian with temperature \(T\), and a planar collisionless sheath leaves that velocity unchanged, since its field points along \(z\).

The flux through a horizontal area is the ion density times \(v_z\). Because \(v_z\) is common to all ions, this weighting does not change the distribution of \(v_x\), whose variance is \(kT/m\). Inside the trench an ion flies straight with slope

\[
t=\frac{v_x}{v_z}.
\]

The slope is a Gaussian variable divided by a constant, so it is Gaussian too, with mean zero and variance

\[
\sigma^2=\frac{kT/m}{v_z^2}=\frac{kT}{m}\,\frac{m}{2E}=\frac{kT}{2E}.
\]

The mass cancels. The probability density of the slope is

\[
p(t)=\frac{1}{\sqrt{2\pi}\,\sigma}\,e^{-t^2/(2\sigma^2)} .
\]

For the example I take the round values \(kT=0.05\) eV and \(E=100\) eV. Then \(\sigma^2=0.05/200=2.5\times10^{-4}\), and \(\sigma=0.0158\), or \(0.906^\circ\) when the small slope is read as an angle.

This \(\sigma\) describes the motion projected onto the trench cross-section. The velocity along \(y\) carries an ion along the trench but does not bring it nearer to a sidewall. The full polar slope \(r=\sqrt{v_x^2+v_y^2}/v_z\) is a different quantity. Its two components are independent Gaussians, and the ring of radius \(r\) has circumference \(2\pi r\), so its mean is

\[
\langle r\rangle=\int_0^\infty r\,\frac{r}{\sigma^2}\,e^{-r^2/(2\sigma^2)}\,dr
=\sigma\sqrt{\frac{\pi}{2}} .
\]

Here this is 0.0198, about 25 % above \(\sigma\). Using the mean polar slope as \(\sigma\) would overstate the shadowing.

### The simple case: one absorbing wall

Let the floor lie at depth \(d\), and let one vertical wall stand at its right-hand edge. The wall absorbs every ion that touches it. Consider a floor point at distance \(\delta\) from the wall.

An ion that lands at \(x\) with slope \(t\) crossed the mouth plane at

\[
x_0=x-td .
\]

For a fixed slope, the map from \(x_0\) to \(x\) is a shift. It neither stretches nor compresses the beam, so ions with slopes between \(t\) and \(t+dt\) bring the flux \(\Gamma_0p(t)\,dt\) to every floor point they can reach. Here \(\Gamma_0\) is the incident flux, uniform over the mouth.

The wall blocks ions that would have had to start beyond it. The starting point lies to the right of the landing point by \(-td\), so the path is open when \(-td<\delta\), or \(t>-\delta/d\). The floor flux relative to \(\Gamma_0\) is therefore

\[
F_1(\delta)=\int_{-\delta/d}^{\infty}p(t)\,dt .
\]

Put \(u=t/\sigma\), and define the unit normal density and its cumulative function,

\[
\varphi(u)=\frac{e^{-u^2/2}}{\sqrt{2\pi}},\qquad
\Phi(u)=\int_{-\infty}^{u}\varphi(v)\,dv .
\]

Since \(\varphi\) is even, the integral from \(-\delta/(\sigma d)\) to infinity equals the integral from minus infinity to \(\delta/(\sigma d)\):

\[
F_1(\delta)=\Phi\!\left(\frac{\delta}{\sigma d}\right).
\]

Two limits check this. Far from the wall \(F_1\to1\), as on an open surface. At the foot of the wall \(F_1=1/2\), because the wall removes every ion that travels away from it and none that travels towards it. This half does not depend on \(\sigma\). A narrower beam shrinks the shadowed strip, whose width is set by \(\sigma d\), but does not brighten its edge.

### Adding the second wall

Now place walls at \(x=-w/2\) and \(x=w/2\). The ion must have entered between them:

\[
-\frac w2<x-td<\frac w2 .
\]

Subtracting \(x\), dividing by \(-d\) and reversing both inequalities gives

\[
\frac{x-w/2}{d}<t<\frac{x+w/2}{d}.
\]

This is sufficient as well as necessary. The cross-section is a rectangle, and a straight line between two points of a rectangle stays inside it.

Define the aspect ratio \(A=d/w\), the relative position \(\xi=x/w\), and

\[
s=\sigma A=\frac{\sigma d}{w}.
\]

The parameter \(s\) compares the sideways spread of the beam at the floor with the trench width. With \(u=t/\sigma\), the limits become \((\xi\mp\tfrac12)/s\), so

\[
F(\xi)=\Phi\!\left(\frac{\xi+1/2}{s}\right)-\Phi\!\left(\frac{\xi-1/2}{s}\right).
\]

To write this with error functions, use \(\Phi(u)=\tfrac12[1+\operatorname{erf}(u/\sqrt2)]\). The constants cancel in the difference, and the oddness of erf turns the second term positive:

\[
F(\xi)=\frac12\left[\operatorname{erf}\!\left(\frac{1/2-\xi}{\sqrt2\,s}\right)
+\operatorname{erf}\!\left(\frac{1/2+\xi}{\sqrt2\,s}\right)\right].
\]

The one-wall result must return when the other wall is far away. Let \(Q(u)=1-\Phi(u)\) be the upper tail. At distance \(\delta\) from the nearer wall, the other wall is \(w-\delta\) away, and the expression above becomes

\[
F=\Phi\!\left(\frac{\delta}{\sigma d}\right)
-Q\!\left(\frac{w-\delta}{\sigma d}\right).
\]

The last term is the shadow of the far wall. Since \(w-\delta\ge w/2\), it is at most \(Q(1/(2s))\), which vanishes as \(s\to0\).

### Centre and corner

Setting \(\xi=0\) makes the two error functions equal. Setting \(\xi=1/2\) makes one of them zero:

\[
F(0)=\operatorname{erf}\!\left(\frac{1}{2\sqrt2\,s}\right),\qquad
F(\tfrac12)=\frac12\operatorname{erf}\!\left(\frac{1}{\sqrt2\,s}\right).
\]

The centre loss is \(1-F(0)=2Q(q)\), with \(q=1/(2s)\). To see how small it is for a narrow beam, note that \(v/q\ge1\) throughout the tail:

\[
Q(q)=\int_q^\infty\varphi(v)\,dv
\le\int_q^\infty\frac vq\,\varphi(v)\,dv=\frac{\varphi(q)}q .
\]

The last integral follows from \(\varphi'(v)=-v\varphi(v)\). Therefore

\[
1-F(0)\le4s\,\varphi\!\left(\frac1{2s}\right),
\]

which is exponentially small in \(1/s^2\). The corner loss, in contrast, starts at one half.

Between these points the flux falls steadily. Differentiating the difference of cumulative functions gives

\[
\frac{dF}{d\xi}=\frac1s\left[
\varphi\!\left(\frac{1/2+\xi}{s}\right)
-\varphi\!\left(\frac{1/2-\xi}{s}\right)\right].
\]

For \(0<\xi\le1/2\), the first argument has the larger magnitude. The normal density decreases with magnitude, so the bracket is negative.

For the example let \(w=50\) nm and \(d=1000\) nm. Then \(A=20\), \(s=0.0158\times20=0.316\), and the spread \(\sigma d\) is 15.8 nm. At the centre the argument of the error function is \(1/(2\sqrt2\times0.3162)=1.118\), which gives \(F(0)=0.886\). The profile is as follows.

| Distance from centre (nm) | \(F\) |
|---:|---:|
| 0 | 0.886 |
| 10 | 0.815 |
| 20 | 0.622 |
| 25 | 0.499 |

The centre has lost 11.4 % of the incident flux and the corner 50.1 %. The slight excess over one half at the corner is the shadow of the opposite wall.

### The floor average

The average could be found by integrating the error functions over position. Reversing the order of integration is shorter and shows the geometry. For a fixed slope, the beam that enters through the mouth is shifted sideways by \(At\) in units of the width. The part still over the floor has length \(1-A|t|\), or zero if the shift exceeds the width. Hence

\[
\bar F=\int_{-\infty}^{\infty}p(t)\,\max(0,1-A|t|)\,dt .
\]

The integrand is even. With \(t=\sigma u\), it is nonzero for \(|u|<1/s\), so

\[
\bar F=2\int_0^{1/s}(1-su)\,\varphi(u)\,du .
\]

The first part is \(2\int_0^{1/s}\varphi\,du=\operatorname{erf}[1/(\sqrt2s)]\). For the second, \(\int_0^{1/s}u\varphi\,du=\varphi(0)-\varphi(1/s)\). Since \(2\varphi(0)=\sqrt{2/\pi}\),

\[
\bar F=\operatorname{erf}\!\left(\frac1{\sqrt2\,s}\right)
-s\sqrt{\frac2\pi}\left[1-e^{-1/(2s^2)}\right].
\]

As \(s\to0\), the error function tends to one and the exponential to zero, leaving

\[
\bar F\simeq1-s\sqrt{\frac2\pi}.
\]

The average loss is linear in depth at first. The one-wall result gives the same law. One shadow removes

\[
\int_0^\infty Q\!\left(\frac{\delta}{\sigma d}\right)d\delta
=\sigma d\int_0^\infty Q(u)\,du=\sigma d\,\varphi(0),
\]

where integration by parts turns \(\int Q\,du\) into \(\int u\varphi\,du\). Two such shadows, divided by \(w\), give \(2s\varphi(0)=s\sqrt{2/\pi}\).

In the example the linear law gives \(1-0.316\times0.798=0.748\), and the full formula agrees to three figures. As a test, one million ions with sampled transverse velocities were followed to their first contact with wall or floor. The fraction reaching the floor was 0.748, and the counts in ten strips across the floor agreed with \(F\) within five statistical standard deviations.

### Where the missing ions go

The lost ions must appear on the walls. Ions with slope \(t>0\) carry the flux \(\Gamma_0p(t)\,dt\) through a horizontal area. Through a vertical area the relevant velocity is \(v_x=tv_z\), so their flux there is \(\Gamma_0\,t\,p(t)\,dt\).

An ion that hits the right wall at depth \(z\) entered at \(w/2-tz\). This point lies inside the mouth when \(t<w/z\). The wall flux is therefore

\[
G(z)=\Gamma_0\int_0^{w/z}t\,p(t)\,dt
=\frac{\Gamma_0\sigma}{\sqrt{2\pi}}
\left[1-e^{-w^2/(2\sigma^2z^2)}\right].
\]

The integral follows from \(tp(t)=-\sigma^2p'(t)\).

To check the balance, integrate over the depth of both walls. For a given slope the wall can be hit down to \(d\) or to \(w/t\), whichever is smaller:

\[
2\int_0^dG\,dz
=2\Gamma_0\int_0^\infty t\,p(t)\min\!\left(d,\frac wt\right)dt
=2\Gamma_0\int_0^\infty p(t)\min(td,w)\,dt .
\]

The floor loss is

\[
\Gamma_0w(1-\bar F)=2\Gamma_0w\int_0^\infty p(t)\min(1,At)\,dt,
\]

which is the same integral because \(wA=d\). No ion is missing or counted twice.

In the example the wall flux is 0.0063 of the incident flux, both at the top and at the floor to two figures. The small value reflects the grazing approach, but the wall area is large. Two walls, each twenty widths deep, collect about \(2\times20\times0.0063=0.25\) of the incoming ions. The integrated value, 25.2 %, equals the average floor loss.

## Second half: how the nonuniformity changes with depth

### Symbols and results carried forward

The trench has width \(w\), depth \(d\) and aspect ratio \(A=d/w\). The projected ion slope is Gaussian with standard deviation \(\sigma=\sqrt{kT/(2E)}\), and \(s=\sigma A\). Position is \(\xi=x/w\), zero at the centre and \(\pm1/2\) at the corners. The unit normal density is \(\varphi\), its cumulative function is \(\Phi\), and \(Q=1-\Phi\). Relative to the incident flux, the floor flux and its average are

\[
F(\xi)=\Phi\!\left(\frac{1/2+\xi}{s}\right)
-\Phi\!\left(\frac{\xi-1/2}{s}\right),
\]

\[
\bar F=\operatorname{erf}\!\left(\frac1{\sqrt2s}\right)
-s\sqrt{\frac2\pi}\left[1-e^{-1/(2s^2)}\right].
\]

The example has \(\sigma=0.0158\), \(w=50\) nm, \(d=1000\) nm and \(s=0.316\).

### Near the centre

The simplest off-centre correction is the curvature. Symmetry removes the term linear in \(\xi\). The first derivative is

\[
F'(\xi)=\frac1s\left[
\varphi\!\left(\frac{1/2+\xi}{s}\right)
-\varphi\!\left(\frac{1/2-\xi}{s}\right)\right].
\]

Differentiating again, the inner derivative of the second term is \(-1/s\), which makes both contributions add:

\[
F''(0)=\frac2{s^2}\,\varphi'\!\left(\frac1{2s}\right)
=-\frac1{s^3}\,\varphi\!\left(\frac1{2s}\right),
\]

because \(\varphi'(u)=-u\varphi(u)\). Taylor expansion then gives

\[
F(\xi)\simeq F(0)-\frac{\xi^2}{2s^3}\,
\varphi\!\left(\frac1{2s}\right).
\]

The curvature vanishes in both limits. For small \(s\) the shadows do not reach the centre. For large \(s\) the whole floor becomes evenly dim. Its magnitude is greatest where the derivative of \(-1/(8s^2)-3\ln s\) is zero:

\[
\frac1{4s^3}-\frac3s=0,\qquad s=\frac1{\sqrt{12}}\approx0.289 .
\]

The example lies close to this value and has \(F''(0)=-3.61\). At 5 nm from the centre, \(\xi=0.1\), the parabola gives \(0.886-3.61\times0.01/2=0.868\), equal to the full result at this precision. At the corner it gives \(0.8862-3.614\times0.25/2=0.434\), whereas the full value is 0.499. The expansion describes the middle of the floor and should not be extended to the wall.

For straight ion paths and fully absorbing vertical walls, we now have the flux at every floor point, its average, the matching wall losses and the curvature at the centre. What remains is the deep-trench limit, the change of the nonuniformity with depth, and the conditions under which the model fails.

Numbers in the example were calculated in double precision.
